# Mixing conductance of a silver-like metal on a magnetic insulator

## The question

A metal fills the half-space \(x<0\) and a thick magnetic insulator fills \(x>0\). An electron at the Fermi energy strikes the flat, abrupt interface at normal incidence. Its wavevector in the metal is \(k=12\ \mathrm{nm^{-1}}\). The insulator has no propagating states at this energy. Its wavefunctions decay as \(e^{-\kappa_\sigma x}\), with \(\kappa_\uparrow=8\ \mathrm{nm^{-1}}\) and \(\kappa_\downarrow=6\ \mathrm{nm^{-1}}\), where the spin label \(\sigma\) refers to the axis of the magnetization. The electron mass is the free mass \(m\) on both sides. Spin-orbit coupling and spin-flip scattering are absent.

The mixing conductance of one channel, in units of \(e^2/h\), is defined by

\[
G=1-r_\uparrow r_\downarrow^* ,
\]

where \(r_\sigma\) is the reflection amplitude for spin \(\sigma\).

## Part (a): energy scales

**Find the Fermi energy and the barrier heights that correspond to the data. Which real metal has a similar wavevector?**

**Answer.** In the metal the kinetic energy is

\[
E_F=\frac{\hbar^2k^2}{2m}=5.49\ \mathrm{eV}.
\]

In the insulator the Schrödinger equation gives \(\hbar^2\kappa_\sigma^2/2m=V_\sigma-E_F\), where \(V_\sigma\) is the potential measured from the bottom of the metal band. The barriers above the Fermi level therefore follow by scaling with the squares of the wavevectors:

\[
V_\uparrow-E_F=5.49\times\frac{64}{144}=2.44\ \mathrm{eV},\qquad
V_\downarrow-E_F=5.49\times\frac{36}{144}=1.37\ \mathrm{eV}.
\]

Their difference, the exchange splitting of the barrier, is 1.07 eV.

Silver has four atoms per cubic cell of side roughly \(a=0.41\ \mathrm{nm}\). With one free electron per atom the density is \(n=4/a^3\), and the free-electron Fermi wavevector is \((3\pi^2n)^{1/3}\approx12\ \mathrm{nm^{-1}}\). The metal is thus in the regime of silver. The insulator is a model with chosen decay constants.

## Part (b): reflection amplitude

**Derive \(r_\sigma\), and show that the two spins differ only in the phase of the reflected wave.**

**Answer.** For either spin,

\[
\psi(x)=
\begin{cases}
e^{ikx}+r\,e^{-ikx}, & x<0,\\
t\,e^{-\kappa x}, & x>0.
\end{cases}
\]

The potential step is finite and the masses are equal, so \(\psi\) and \(\psi'\) are continuous at \(x=0\):

\[
1+r=t,\qquad ik(1-r)=-\kappa t .
\]

Eliminating \(t\) gives \(ik-ikr=-\kappa-\kappa r\), hence \(r(ik-\kappa)=ik+\kappa\). Multiplying numerator and denominator by \(-i\) gives

\[
r=\frac{k-i\kappa}{k+i\kappa}.
\]

The numerator is the complex conjugate of the denominator, so \(|r|=1\). Writing \(k+i\kappa=\sqrt{k^2+\kappa^2}\,e^{i\phi}\), we have

\[
r_\sigma=e^{-2i\phi_\sigma},\qquad \tan\phi_\sigma=\frac{\kappa_\sigma}{k},\qquad 0<\phi_\sigma<\frac{\pi}{2}.
\]

The data give \(\phi_\uparrow=33.69^\circ\) and \(\phi_\downarrow=26.57^\circ\). Every electron returns to the metal, whatever its spin.

## Part (c): physical meaning

**An incident electron has its spin along \(x\), perpendicular to the magnetization, which here defines the \(z\) axis of spin space. Show that \(\mathrm{Re}\,G\) measures the spin component lost on reflection. How can the magnet receive angular momentum when no electron is transmitted?**

**Answer.** The axes of spin space are independent of the direction of motion. The incident spinor is \((1,1)/\sqrt2\), with \(\langle\sigma_x\rangle=1\) and \(\langle\sigma_y\rangle=0\). Each component acquires its own reflection amplitude, so the reflected spinor is \((r_\uparrow,r_\downarrow)/\sqrt2\).

For a spinor \((c_\uparrow,c_\downarrow)\), the Pauli matrices give \(\langle\sigma_x\rangle+i\langle\sigma_y\rangle=2c_\uparrow^*c_\downarrow\). After reflection,

\[
\langle\sigma_x\rangle+i\langle\sigma_y\rangle=r_\uparrow^*r_\downarrow=(r_\uparrow r_\downarrow^*)^*=1-G^* .
\]

Taking real and imaginary parts,

\[
\langle\sigma_x\rangle=1-\mathrm{Re}\,G,\qquad
\langle\sigma_y\rangle=\mathrm{Im}\,G .
\]

Thus \(\mathrm{Re}\,G\) is the loss of the original spin component, and \(\mathrm{Im}\,G\) is the perpendicular component that appears.

The length of the transverse spin is \(|r_\uparrow^*r_\downarrow|=1\), so the spin has turned about the magnetization without shrinking. The turn takes place because the wave penetrates a short distance into the insulator and feels the exchange field there. That interaction conserves total spin, so the magnet receives the opposite of the electron's change, namely \((\hbar/2)(\mathrm{Re}\,G,\,-\mathrm{Im}\,G)\) in the \(x\) and \(y\) directions.

## Part (d): the value for this channel

**Calculate \(\mathrm{Re}\,G\), \(\mathrm{Im}\,G\) and the angle through which the spin turns.**

**Answer.** Let \(\delta=\phi_\uparrow-\phi_\downarrow\). Then \(r_\uparrow r_\downarrow^*=e^{-2i\delta}\), and

\[
G=1-e^{-2i\delta}=(1-\cos2\delta)+i\sin2\delta,
\]

so that \(\mathrm{Re}\,G=2\sin^2\delta\) and \(\mathrm{Im}\,G=\sin2\delta\). The tangent of a difference gives

\[
\tan\delta=\frac{\kappa_\uparrow/k-\kappa_\downarrow/k}{1+\kappa_\uparrow\kappa_\downarrow/k^2}
=\frac{k(\kappa_\uparrow-\kappa_\downarrow)}{k^2+\kappa_\uparrow\kappa_\downarrow}
=\frac{12\times2}{144+48}=\frac18 .
\]

With \(\sin^2\delta=\tan^2\delta/(1+\tan^2\delta)\),

\[
\mathrm{Re}\,G=\frac{2/64}{1+1/64}=\frac{2}{65}\approx0.031 .
\]

Likewise \(\sin2\delta=2\tan\delta/(1+\tan^2\delta)\), so

\[
\mathrm{Im}\,G=\frac{2/8}{1+1/64}=\frac{16}{65}\approx0.246 .
\]

From part (c), the reflected transverse spin is \(e^{2i\delta}\). It has turned through \(2\delta=14.25^\circ\), and its components are \(0.969\) along \(x\) and \(0.246\) along \(y\). A small rotation changes the original component to second order in the angle but creates a perpendicular component to first order. This is why the imaginary part is the larger one here; their ratio is \(\mathrm{Re}\,G/\mathrm{Im}\,G=\tan\delta=1/8\).

As a test that does not use the matching formula, the Schrödinger equation was integrated numerically from behind a 3 nm barrier back into the metal, and the incident and reflected waves were separated there. This gives \(\mathrm{Re}\,G=0.030769\) and \(\mathrm{Im}\,G=0.246154\), in agreement with the two fractions.

## Part (e): general formula and limits

**Express \(\mathrm{Re}\,G\) directly in terms of \(k,\kappa_\uparrow,\kappa_\downarrow\). Examine equal decay constants, exchanged spins, weak splitting and a high barrier.**

**Answer.** Substituting \(\tan\delta\) into \(2\tan^2\delta/(1+\tan^2\delta)\) gives

\[
\mathrm{Re}\,G=
\frac{2k^2(\kappa_\uparrow-\kappa_\downarrow)^2}
{(k^2+\kappa_\uparrow\kappa_\downarrow)^2+k^2(\kappa_\uparrow-\kappa_\downarrow)^2}.
\]

In the denominator the terms \(+2k^2\kappa_\uparrow\kappa_\downarrow\) and \(-2k^2\kappa_\uparrow\kappa_\downarrow\) cancel. What remains is \(k^4+k^2\kappa_\uparrow^2+k^2\kappa_\downarrow^2+\kappa_\uparrow^2\kappa_\downarrow^2\), which factorizes:

\[
\mathrm{Re}\,G=\frac{2k^2(\kappa_\uparrow-\kappa_\downarrow)^2}
{(k^2+\kappa_\uparrow^2)(k^2+\kappa_\downarrow^2)} .
\]

If \(\kappa_\uparrow=\kappa_\downarrow\), the spins reflect with the same phase and \(G=0\). Exchanging the two decay constants changes \(\delta\) to \(-\delta\): the spin turns the other way, \(\mathrm{Im}\,G\) changes sign and \(\mathrm{Re}\,G\) does not.

For weak splitting, put \(\kappa_\uparrow-\kappa_\downarrow=\Delta\kappa\) and let both decay constants be close to \(\kappa\). To leading order,

\[
\mathrm{Re}\,G\approx\frac{2k^2(\Delta\kappa)^2}{(k^2+\kappa^2)^2}.
\]

For a high barrier, hold the exchange splitting in energy fixed. Then \(C=\kappa_\uparrow^2-\kappa_\downarrow^2\) is fixed and \(\Delta\kappa\approx C/(2\kappa)\). When \(\kappa\gg k\) and \(\kappa^2\gg C\),

\[
\mathrm{Re}\,G\approx\frac{k^2C^2}{2\kappa^6}.
\]

In this regime the real part falls as the inverse cube of the barrier height above the Fermi level, because the wave has less and less contact with the exchange field. The integral of \(|\psi|^2\) over the insulator is \(|t|^2/(2\kappa)=2k^2/[\kappa(k^2+\kappa^2)]\), which falls as \(\kappa^{-3}\). The angle \(\delta\approx kC/(2\kappa^3)\) falls in the same way, and \(\mathrm{Re}\,G\approx2\delta^2\).

## Part (f): from one channel to an area

**A real contact also receives electrons at oblique incidence. Find the average of \(\mathrm{Re}\,G\) over all channels, the value per unit area, and its relation to the torque on the magnet.**

**Answer.** A flat interface conserves the wavevector \(q\) parallel to it. With equal masses, the motion along \(x\) has

\[
k_x=\sqrt{k^2-q^2},\qquad \kappa_{x\sigma}=\sqrt{\kappa_\sigma^2+q^2}.
\]

These replace \(k\) and \(\kappa_\sigma\) in the formula of part (e). The sums \(k_x^2+\kappa_{x\sigma}^2=k^2+\kappa_\sigma^2\) do not depend on \(q\), so the denominator keeps its value \(208\times180\ \mathrm{nm^{-4}}\).

In a periodic square of side \(L\), the allowed parallel wavevectors form a grid of spacing \(2\pi/L\). The number of channels per area and spin is

\[
\frac{1}{L^2}\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{k^2}{4\pi}=11.46\ \mathrm{nm^{-2}} .
\]

Channels are uniform in the \(q\) plane, hence uniform in \(u=q^2/k^2\) between 0 and 1. The average is

\[
\overline{\mathrm{Re}\,G}=\int_0^1
\frac{288\,(1-u)\left(\sqrt{64+144u}-\sqrt{36+144u}\right)^2}{208\times180}\,du
=0.0087 ,
\]

evaluated by numerical quadrature. This is 28% of the normal-incidence value. Both varying factors fall with \(u\): the first is \(1-u\), and the difference of roots equals \(28/(\sqrt{64+144u}+\sqrt{36+144u})\), whose denominator grows. Normal incidence is therefore the most effective channel in this model.

Per area,

\[
11.46\times0.0087\approx0.10\ \mathrm{nm^{-2}}=1.0\times10^{17}\ \mathrm{m^{-2}} .
\]

To connect this with a torque, suppose that electrons with spin along \(+x\) have a chemical potential higher by \(\mu_s\) than those along \(-x\). In one channel, states moving towards the interface have density \(dk_x/2\pi\) per length and velocity \(dE/(\hbar\,dk_x)\). Their product is an incident rate \(dE/h\). The unbalanced rate is thus \(\mu_s/h\), and each such electron delivers \((\hbar/2)\mathrm{Re}\,G\) along \(x\). If \(G\) is nearly constant over the energy window,

\[
\text{torque per channel along }x=\frac{\mu_s}{h}\,\frac{\hbar}{2}\,\mathrm{Re}\,G=\frac{\mu_s}{4\pi}\,\mathrm{Re}\,G .
\]

Summing over channels replaces \(\mathrm{Re}\,G\) by its value per area and gives the torque per area.

## Part (g): how robust is the number?

**Estimate how the normal-incidence value changes for a gradual interface, unequal masses, a thin insulator and room temperature. Compare the model with a real contact.**

**Answer.** *Gradual interface.* Replace each potential step by a linear ramp of width \(w\) centred on \(x=0\), with the potentials on both sides held fixed. Numerical integration gives \(\mathrm{Re}\,G=0.040\) for \(w=0.1\ \mathrm{nm}\) and \(0.071\) for \(w=0.2\ \mathrm{nm}\). The increases relative to the abrupt value are 30% and 131%.

The direction of the change can be derived for a narrow ramp. Up to a constant factor, the abrupt solution in the metal is \(\psi_0=\cos(kx+\phi)\); with the ramp it is \(\psi=\cos(kx+\phi')\) to the left of the ramp. Let \(\delta W\) be the change in \(2mV/\hbar^2\). The two wave equations give \((\psi_0\psi'-\psi\psi_0')'=\delta W\,\psi\psi_0\), where a prime on a wavefunction or bracket means \(d/dx\). Integration from the metal to deep inside the insulator yields

\[
k\sin(\phi'-\phi)=\int\delta W\,\psi\psi_0\,dx\approx\int\delta W\,\psi_0^2\,dx .
\]

The ramp has \(\int\delta W\,dx=0\) and

\[
\int x\,\delta W\,dx=(k^2+\kappa^2)\left(\frac{w^2}{12}-\frac{w^2}{8}\right)=-(k^2+\kappa^2)\frac{w^2}{24}.
\]

Near the interface \(\psi_0^2\approx\cos^2\phi\,(1-2\kappa x)\), with \(\cos^2\phi=k^2/(k^2+\kappa^2)\). The integral is therefore \(k^2\kappa w^2/12\), and to leading order in \(w\)

\[
\phi'-\phi\approx\frac{k\kappa w^2}{12}.
\]

The shift is larger for the spin with the larger \(\kappa\), so \(\delta\) grows, and with it \(\mathrm{Re}\,G\). For the two widths used, \(kw\) is 1.2 and 2.4, which is not small; the quoted values come from the full integration.

*Unequal masses.* Let \(\mu\) be the insulator mass divided by the metal mass. The usual matching rule keeps \(\psi\) and \(\psi'/m\) continuous. It conserves current, but it is not the only rule that does, and the numbers below depend on this choice. With it the slope condition becomes \(ik(1-r)=-(\kappa/\mu)t\). Each \(\kappa\) in the result is replaced by \(\kappa/\mu\). At fixed decay constants,

\[
\mu=0.5:\quad \mathrm{Re}\,G=\frac{2\times144\times4^2}{(144+256)(144+144)}=0.040,
\]

\[
\mu=2:\quad \mathrm{Re}\,G=\frac{2\times144\times1^2}{(144+16)(144+9)}=0.012 .
\]

The changes are \(+30\%\) and \(-62\%\). Holding \(\kappa\) fixed means that the barrier heights change in proportion to \(1/\mu\). If the barrier heights are held fixed instead, \(\kappa\) scales as \(\sqrt\mu\) and the formula takes \(\kappa/\sqrt\mu\), which gives \(0.039\) for \(\mu=0.5\) and \(0.020\) for \(\mu=2\).

*Thin insulator.* For a 1 nm film with the same metal behind it, the wave calculation gives transmission probabilities of \(3.8\times10^{-7}\) for spin up and \(1.6\times10^{-5}\) for spin down. The real part of \(1-r_\uparrow r_\downarrow^*\) changes by \(6\times10^{-6}\), or 0.02% of its value.

*Temperature.* At 300 K the thermal energy is 0.026 eV, small compared with the lower barrier of 1.37 eV. Averaging over the thermal window at fixed potentials changes \(\mathrm{Re}\,G\) by \(3\times10^{-5}\), about 0.1% of its value. This estimate does not include thermal motion of the magnetization.

*A real contact.* For good metal contacts on magnetic garnets, values inferred from experiment are very roughly \(10^{18}\ \mathrm{m^{-2}}\) or more. The model's \(1.0\times10^{17}\ \mathrm{m^{-2}}\) is far below that. This comparison concerns the real part only; the imaginary part of the abrupt model is about \(1.3\times10^{18}\ \mathrm{m^{-2}}\). The shortfall does not identify a cause, because the value depends strongly on the assumed interface profile. Within the same barrier model, a ramp of \(w=0.41\ \mathrm{nm}\), one silver lattice constant, raises the normal-incidence value ninefold and the real part per area to \(0.7\times10^{18}\ \mathrm{m^{-2}}\); \(w=0.6\ \mathrm{nm}\) gives \(1.5\times10^{18}\ \mathrm{m^{-2}}\). In a real contact the conduction electrons also meet localized magnetic moments at the surface, which a spin-dependent barrier does not describe; the model cannot say how much this matters. Roughness, spin-orbit coupling and the true band structures have not been sized. The fraction \(2/65\) is exact for the stated model and is not a prediction for a particular silver device. The numerical output below lists the values for the abrupt interface, the two narrower ramps, the masses at fixed \(\kappa\), the thin film and the thermal average.

## Values computed for the example and the checks

```
Metal wavevector: 12 1/nm
Decay constants up, down: 8, 6 1/nm
Rough silver lattice constant: 0.409 nm
Free-electron silver wavevector: 12.01 1/nm
Fermi energy in the model: 5.49 eV
Barrier above Fermi level, up: 2.44 eV
Barrier above Fermi level, down: 1.37 eV
Exchange splitting: 1.07 eV
r up: 0.38462 -0.92308 i
r down: 0.60000 -0.80000 i
phi up: 33.690 degrees
phi down: 26.565 degrees
tan(delta): 1/8
delta: 7.125 degrees
Spin rotation on reflection: 14.250 degrees
Reflected spin x, y (incident 1, 0): 0.96923, 0.24615
Re G per channel, fraction: 2/65
Re G per channel, formula: 0.030769
Re G per channel, wave integration: 0.030769
Im G per channel, fraction: 16/65
Im G per channel, wave integration: 0.246154
Re G averaged over all channels: 0.008733
Channels per area and spin: 11.459 1/nm^2
Re G per area: 0.1001 1/nm^2
Re G per area: 1.001e+17 1/m^2
Re G with 0.1 nm ramp: 0.040018
Re G with 0.2 nm ramp: 0.071059
Re G with mass ratio 0.5: 0.040000
Re G with mass ratio 2.0: 0.011765
Thin barrier thickness: 1.0 nm
Thin-barrier transmission, up: 3.84e-07
Thin-barrier transmission, down: 1.57e-05
Change of Re G for thin barrier: 6.38e-06
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal change of Re G: 2.75e-05
```
